The Casimir-Polder integral for C6, two hydrogen atoms, and London's formula

**Theorem.** Let two atoms A and B, a distance R apart, satisfy three conditions.

(i) Each is neutral, with a nondegenerate, spherically symmetric ground state (spin plays no part here).
(ii) R is so large that overlap and electron exchange between the atoms can be neglected.
(iii) R is much smaller than c/ω for the excitation frequencies ω that matter, so the Coulomb interaction acts instantaneously.

Then, as an asymptotic expansion in 1/R, the interaction energy is

E(R) = −C6/R⁶ + O(R⁻⁸),

C6 = (3/π) ∫₀^∞ α_A(iω) α_B(iω) dω. (1)

For two ground-state hydrogen atoms, with fixed nuclei and nonrelativistic electrons, C6 = 6.499 hartree bohr⁶ = 3.883 eV Å⁶. If each polarizability has a single pole, at ω_A and ω_B, (1) becomes London's formula

C6 = (3/2) α_A α_B ω_A ω_B/(ω_A + ω_B), (2)

where α_A and α_B are the static polarizabilities.

The algebra uses atomic units (ħ = e = mₑ = 4πε₀ = 1). Numerical energies are in eV, lengths in Å and polarizabilities, as volumes, in Å³.

**The polarizability at imaginary frequency**

Let z be the sum of the electrons' z coordinates, measured from their nucleus, and let Eₙ > 0 be the excitation energy of state n. A field F cos ωt along z adds F z cos ωt to the energy, since the electron charge is −1. With the ground-state phase removed, the first-order amplitude cₙ obeys

i dcₙ/dt = Eₙcₙ + F⟨n|z|0⟩ cos ωt.

Its driven solution is

cₙ = −(F/2)⟨n|z|0⟩ [e^(−iωt)/(Eₙ−ω) + e^(iωt)/(Eₙ+ω)].

The induced dipole is −2 Re Σₙ⟨0|z|n⟩cₙ = α(ω) F cos ωt. Adding the two fractions gives

α(ω) = Σₙ 2Eₙ|⟨n|z|0⟩|²/(Eₙ² − ω²).

Replacing ω by iω defines

α(iω) = Σₙ 2Eₙzₙ²/(Eₙ² + ω²). (3)

From here on n labels an energy level, and zₙ² is |⟨n|z|0⟩|² summed over the states of that level. Sums over levels include an integral over the continuum. On the imaginary axis α has no resonances: it is positive and falls steadily from its static value.

**Lemma 1 (the interaction).** With the z axis pointing from A to B, the leading interaction is

V = (x₁x₂ + y₁y₂ − 2z₁z₂)/R³, (4)

where r₁ and r₂ are the summed electron coordinates of A and B, each measured from its own nucleus.

*Proof.* Take first one electron on each atom. Let e be the unit vector from A to B. The four Coulomb terms between the atoms are

1/R + 1/|Re + r₂ − r₁| − 1/|Re + r₂| − 1/|Re − r₁|.

Expanding the inverse square root gives

1/|Re + u| = 1/R − u_z/R² + (3u_z² − u²)/(2R³) + O(R⁻⁴).

At order 1/R the coefficients are 1 + 1 − 1 − 1 = 0. At order 1/R² they are −(z₂ − z₁) + z₂ − z₁ = 0. At order 1/R³ the squares of r₁ and r₂ cancel and the cross terms remain:

(−6z₁z₂ + 2r₁·r₂)/2 = x₁x₂ + y₁y₂ − 2z₁z₂.

For neutral atoms with Z_A and Z_B electrons, the full interaction is the sum of this four-term expression over all Z_A Z_B electron pairs. The leading term is linear in each coordinate, so the sum replaces r₁ and r₂ by the totals. ∎

**Lemma 2 (second-order energy).** Under the conditions of the theorem,

C6 = 6 Σₐ Σᵦ zₐ²zᵦ²/(Eₐ + Eᵦ), (5)

where a runs over excited levels of A and β over those of B.

*Proof.* A spherical state has ⟨0|r|0⟩ = 0, so the first-order energy ⟨00|V|00⟩ vanishes. For the same reason V connects |00⟩ only to states in which both atoms are excited. The second-order energy is therefore

E⁽²⁾ = −Σ |⟨aβ|V|00⟩|²/(Eₐ + Eᵦ).

Write V = Σᵢ gᵢ r₁ᵢr₂ᵢ/R³ with g = (1, 1, −2). The squared matrix element contains products of components i and j. Summed over the states of one level, rotational symmetry gives

Σ ⟨0|rᵢ|a⟩⟨a|rⱼ|0⟩ = δᵢⱼ zₐ²,

because the only rotationally invariant symmetric tensor of rank two is a multiple of δᵢⱼ. The cross terms vanish and the numerator becomes (1² + 1² + 2²)zₐ²zᵦ²/R⁶. This is (5), with the minus sign carried by E = −C6/R⁶.

It remains to check the next power. The Coulomb terms are harmonic functions of each electron's position. A term of degree l in an electron of A and l′ in an electron of B thus carries angular momenta l and l′, and falls as R^(−l−l′−1). Terms with l = 0 or l′ = 0 cancel by neutrality. All others have zero expectation value in spherical ground states, so no first-order energy appears. In second order, a term (l, l′) excites A to angular momentum l and B to l′, and terms with different pairs do not interfere. The powers are R^(−2(l+l′+1)), that is R⁻⁶, R⁻⁸ and so on. Third and higher orders contain at least three factors of R⁻³. Hence the correction is O(R⁻⁸). ∎

The attraction comes from correlated excitation. The unperturbed atoms have no mean dipole, and V induces none in first order, but the first-order state contains components in which both atoms are excited together. The conditions matter. An ion polarizes its neighbour and gives an R⁻⁴ energy. If one of two identical atoms is in a dipole-excited state, exchanging the excitation leaves the energy unchanged, and V then acts in first order, as R⁻³.

**Lemma 3 (separation of the denominator).** For a, b > 0,

1/(a + b) = (2/π) ∫₀^∞ ab dω/[(a² + ω²)(b² + ω²)]. (6)

*Proof.* For a ≠ b, partial fractions give

1/[(a²+ω²)(b²+ω²)] = [1/(a²+ω²) − 1/(b²+ω²)]/(b² − a²).

Since ∫₀^∞ dω/(a²+ω²) = π/(2a), the integral in (6), with its factor ab, equals

ab (π/2)(1/a − 1/b)/(b² − a²) = (π/2)(b − a)/(b² − a²) = π/[2(a + b)].

The case a = b follows by continuity. ∎

**Proof of the integral formula.** Insert (6) into (5) with a = Eₐ and b = Eᵦ. All terms are positive, so sums and integral may be interchanged:

C6 = (12/π) ∫₀^∞ [Σₐ Eₐzₐ²/(Eₐ²+ω²)] [Σᵦ Eᵦzᵦ²/(Eᵦ²+ω²)] dω.

By (3) each bracket is α(iω)/2. The factor is (12/π)(1/4) = 3/π, which proves (1). ∎

The double sum (5) couples the two spectra through Eₐ + Eᵦ. The integral needs each atom's response separately, so a function α(iω) found once for an atom serves for every partner.

**Corollary (London's formula).** Suppose

α_A(iω) = α_A ω_A²/(ω_A² + ω²), and likewise for B.

Then (1) and (6) give

C6 = (3/π) α_Aα_B ω_A²ω_B² · π/[2ω_Aω_B(ω_A + ω_B)],

which is (2). For equal atoms with pole energy ω₀,

C6 = (3/4) α² ω₀. (7)

A charge bound isotropically by a harmonic force has this form, since z connects the oscillator ground state to the first excited level alone. For real atoms (2) is an approximation, and the pole energy has to be chosen. The choice can be controlled.

**Proposition (bounds).** With the true static polarizabilities, (2) gives a lower bound to C6 if each pole is placed at the lowest dipole excitation energy. It gives an upper bound if each is placed at the mean energy

Ē = 2⟨z²⟩/α. (8)

*Proof.* Define pₐ = 2zₐ²/(Eₐα_A). By (3) at ω = 0 these positive weights sum to one. Define qᵦ likewise for B. Substituting zₐ² = pₐEₐα_A/2 and its partner into (5) gives

C6 = (3/2) α_Aα_B Σₐ Σᵦ pₐqᵦ h(Eₐ, Eᵦ), h(a, b) = ab/(a + b).

The derivative ∂h/∂a = b²/(a+b)² is positive, and similarly for b. Replacing every energy by the lowest one therefore lowers the sum, which proves the first claim.

For the second, the second-order change of h along a direction (s, t) is governed by

h_aa s² + 2h_ab st + h_bb t² = −2(bs − at)²/(a + b)³ ≤ 0.

Thus h is jointly concave, and by Jensen's inequality its average does not exceed its value at the mean energies. The mean is Σₐ pₐEₐ = 2Σₐ zₐ²/α_A = 2⟨z²⟩/α_A, by completeness and ⟨0|z|0⟩ = 0. ∎

**Lemma 4 (hydrogen as a matrix problem).** The 1s radial function is u₀ = 2r e^(−r), with energy −1/2. The operator z takes 1s into p waves, for which

h − E₀ = −½ d²/dr² + 1/r² − 1/r + ½.

Since cos θ Y₀₀ = Y₁₀/√3, a normalized p-wave radial function uₙ has

zₙ² = (1/3)(∫ uₙ r u₀ dr)². (9)

Let S_k = r²e^(−r)L_k³(2r), k = 0, 1, 2, …, where L_k³ is an associated Laguerre polynomial. In the functions T_k = S_k/√N_k, with N_k = (k+1)(k+2)(k+3)/16, the matrix H of h − E₀, the overlap matrix S and the vector b of r u₀ are

H_kk = k + 1, with zeros elsewhere,

S_kk = k + 2, S_(k,k+1) = S_(k+1,k) = −½√((k+1)(k+4)), with zeros elsewhere,

b = √(3/2) (2, −1, 0, 0, …).

*Proof.* Put x = 2r and write L for L_k³(x), with primes for d/dx. The prefactor g = r²e^(−r) has g′/g = 2/r − 1 and g″/g = 2/r² − 4/r + 1, the primes on g being d/dr. Hence

(h − E₀)S_k = g [L/r − (4/r − 2)L′ − 2L″]
= −(2g/x) [xL″ + (4 − x)L′ − L].

Laguerre's equation is xL″ + (4 − x)L′ + kL = 0, so the last bracket is −(k+1)L and

(h − E₀)S_k = (k + 1)S_k/r. (10)

Orthogonality, ∫₀^∞ x³e^(−x)L_j³L_k³ dx = δⱼₖ(k+3)!/k!, gives ∫ S_jS_k/r dr = δⱼₖN_k, because r³dr = x³dx/16. With (10) this yields H.

For the overlap use the recurrence

xL_k³ = (2k+4)L_k³ − (k+1)L_(k+1)³ − (k+3)L_(k−1)³

and r = x/2. The diagonal element is (2k+4)/2 = k+2. The neighbouring one is −½(k+1)√(N_(k+1)/N_k), and N_(k+1)/N_k = (k+4)/(k+1), which gives the stated form.

Finally r u₀ = 2r²e^(−r) = 2√N₀ T₀, with N₀ = 3/8, so r u₀ = √(3/2) T₀. Thus b is √(3/2) times the first column of S. ∎

**Static polarizability.** Equation (3) at ω = 0, with (9), reads

α(0) = (2/3) ∫ r u₀ φ dr, where (h − E₀)φ = r u₀.

The solution is φ = 4S₀ − ½S₁ = r²e^(−r)(2 + r), since L₁³(2r) = 4 − 2r. Indeed (10) gives

(h − E₀)φ = (4S₀ − S₁)/r = r e^(−r)(4 − 4 + 2r) = r u₀.

So two functions contain the exact static response, and

α(0) = (4/3) ∫₀^∞ r⁴e^(−2r)(2 + r) dr = (4/3)(3/2 + 15/8) = 9/2,

which is 0.6668 Å³.

**Evaluation of C6 for two hydrogen atoms**

In a finite basis, solve Hc = E S c with cᵀSc = 1. Each solution is a pseudostate with energy E and strength z² = (b·c)²/3, to be used in (5).

With one function, E = 1/2 and z² = (1/3)(6/2) = 1. Then C6 = 6·1/(½ + ½) = 6.

With two functions, the determinant condition is

(1 − 2E)(2 − 3E) − E² = 5E² − 7E + 2 = 0,

with roots E = 2/5 and E = 1.

For E = 2/5, c is proportional to (2, −1). This vector has cᵀSc = 8 + 4 + 3 = 15 and b·c = 5√(3/2), so z² = (1/3)(75/2)/15 = 5/6.

For E = 1, c is proportional to (1, 1). Here cᵀSc = 2 − 2 + 3 = 3 and b·c = √(3/2), so z² = (1/3)(3/2)/3 = 1/6.

The strengths sum to ⟨z²⟩ = 1, as they should. In (5) the mixed pair occurs twice:

C6 = 6 [(25/36)/(4/5) + 2(5/36)/(7/5) + (1/36)/2]
= 6 [125/144 + 25/126 + 1/72] = 363/56 = 6.482.

The two pseudostates lie at 10.885 eV and 27.211 eV. Neither is an eigenstate of hydrogen: the first lies above the lowest dipole excitation, 10.204 eV, without matching any discrete level, and the second is a normalizable function whose energy falls in the continuum. In the sum (5), however, the two together replace the whole spectrum, continuum included, with only a small error in C6.

**Why the values approach from below.** Let H₀ be the Hamiltonian of the two separate atoms and E₀₀ its ground-state energy. For a trial function χ orthogonal to |00⟩ put

J[χ] = ⟨χ|H₀ − E₀₀|χ⟩ + 2 Re⟨χ|V|00⟩.

The exact first-order function χ₀ satisfies (H₀ − E₀₀)χ₀ = −V|00⟩. Completing the square gives

J[χ] = E⁽²⁾ + ⟨χ − χ₀|H₀ − E₀₀|χ − χ₀⟩ ≥ E⁽²⁾.

Expand χ in products |aβ⟩ of pseudostates. These are orthonormal, and within their span H₀ − E₀₀ is diagonal with elements Eₐ + Eᵦ, so J separates into terms (Eₐ + Eᵦ)|c|² + 2 Re(c*⟨aβ|V|00⟩), each with minimum −|⟨aβ|V|00⟩|²/(Eₐ + Eᵦ). With the angular sum of Lemma 2, the smallest J in this space is −1/R⁶ times the pseudostate sum (5). Every finite basis therefore gives a lower bound to C6, and adding functions cannot lower it. The computed sequence is:

1 function: 3.5852 eV Å⁶
2 functions: 3.8733 eV Å⁶
3 functions: 3.8830 eV Å⁶
5 functions: 3.8833 eV Å⁶

The two-function value is 0.26% below the converged one. From 10 to 30 functions the printed value stays at 3.883343 eV Å⁶, which is 6.499027 hartree bohr⁶. This is the 6.499 of the theorem.

The numerical check also solves the radial response equation on a grid, without these basis functions, and integrates (1). It finds 3.88336 eV Å⁶, in agreement within the error expected of the grid.

**Remark 1 (size of the neglected terms).** The check also diagonalizes the full Coulomb interaction in a Gaussian basis, with one electron assigned to each atom. At R = 10 Å the energy is −4.0975 × 10⁻⁶ eV, so −E R⁶ = 4.0975 eV Å⁶. At 15 Å, −E R⁶ = 3.9788 eV Å⁶. In this basis, which has s, p and d functions only, these exceed C6 by 5.5% and 2.5%. They are not converged to the digits shown: with a converged radial basis and angular momenta up to l = 4 the values are 4.1075 and 3.9789 eV Å⁶, excesses of 5.8% and 2.5%, so the 10 Å value is low by 0.010 eV Å⁶. If the excess is taken to be C8/R², it is eliminated by

C6 ≈ (225 × 3.9788 − 100 × 4.0975)/(225 − 100) = 3.884 eV Å⁶.

This supports the expansion and the perturbation theory together, within the 1% tolerance set for the finite basis. The match in the fourth digit comes from cancelling errors. The Gaussian basis by itself gives C6 = 3.886 eV Å⁶, too high by 0.002, while the part of the R⁻¹⁰ term it describes (the quadrupole–quadrupole part, about one third) lowers the eliminated value by about 0.002. With converged energies the same elimination gives 3.876 eV Å⁶, 0.2% low, because it ignores the R⁻¹⁰ and higher terms.

**Remark 2 (London's formula for hydrogen).** With α = 0.66683 Å³ the prefactor in (7) is (3/4)α² = 0.3335 Å⁶. Multiplication by a pole energy gives:

Lowest excitation, 10.204 eV: C6 = 3.40 eV Å⁶, a lower bound.
Mean energy (8), 12.094 eV: C6 = 4.03 eV Å⁶, an upper bound.
Ionization energy, 13.606 eV: C6 = 4.54 eV Å⁶, an estimate.

The bounds enclose 3.883 eV Å⁶. Placing the pole at the ionization energy overshoots it by 17%. This choice is not a bound in general; for hydrogen it is too large because it lies above the mean energy, which already gives an upper bound.

Requiring (7) to reproduce C6 gives ω₀ = 11.644 eV. This is a fit and predicts nothing about the hydrogen pair. Nor does it make the one-pole response correct at each frequency. At ħω = 10 eV the fitted form gives

0.66683 × 11.644²/(11.644² + 10²) = 0.384 Å³,

against 0.380 Å³ for hydrogen. At 50 eV it gives 0.034 Å³ against 0.039 Å³. The fitted pole is too strong at the lower frequency and too weak at the higher one, and these errors compensate in the integral.

**Remark 3 (range of validity).** The fitted energy sets a length ħc/(ħω₀) of about 170 Å. When R approaches it, the field's travel time R/c approaches 1/ω₀, the time scale of the dipole fluctuations, condition (iii) fails, and (1) no longer gives the energy. At short range, condition (ii) fails once the electron clouds overlap. For hydrogen the R⁻⁶ law therefore holds in a window between these limits, and the window is narrow if high accuracy is wanted. Remark 1 shows that at 10 and 15 Å the R⁻⁸ term is still needed for accuracy at the level of a few per cent. Retardation sets in gradually and well below 170 Å: it weakens the attraction by about 0.3% at 15 Å, 0.9% at 30 Å, 2% at 50 Å, 7% at 100 Å and 14% at 170 Å. The pure R⁻⁶ law is within 1% only from about 20 Å to somewhat beyond 30 Å.

Calculated quantities

```
1 hartree = 27.2114 eV
1 bohr = 0.529177 angstrom
1 hartree bohr^6 = 0.597527 eV angstrom^6
H static polarizability = 4.5000 bohr^3 = 0.6668 angstrom^3
Two-function basis for H:
  E = 10.885 eV, z^2 = 0.23336 angstrom^2
  E = 27.211 eV, z^2 = 0.04667 angstrom^2
alpha(i w) of H, angstrom^3: states, radial grid
  hbar w =  0.0 eV: 0.66683, 0.66683
  hbar w = 10.0 eV: 0.37978, 0.37978
  hbar w = 20.0 eV: 0.17429, 0.17429
  hbar w = 50.0 eV: 0.03883, 0.03883
C6 of H-H against number of basis functions:
   1: 3.585161 eV angstrom^6
   2: 3.873255 eV angstrom^6
   3: 3.882995 eV angstrom^6
   5: 3.883342 eV angstrom^6
  10: 3.883343 eV angstrom^6
  20: 3.883343 eV angstrom^6
  30: 3.883343 eV angstrom^6
C6 two functions = 6.482143 hartree bohr^6
C6 two functions / converged = 0.99740
C6 converged = 6.499027 hartree bohr^6
C6 converged = 3.88334 eV angstrom^6
C6 integral, radial grid = 3.88336 eV angstrom^6
Full Coulomb diagonalization:
  R = 10.0 angstrom: E = -4.0975e-06 eV
    -E R^6 = 4.0975 eV angstrom^6
  R = 15.0 angstrom: E = -3.4930e-07 eV
    -E R^6 = 3.9788 eV angstrom^6
  C6 with R^-8 part removed = 3.8838 eV angstrom^6
London formula for H-H: pole energy, C6, ratio to converged C6
  lowest excitation: 10.204 eV, 3.4031 eV angstrom^6, 0.8763
  fitted to C6: 11.644 eV, 3.8833 eV angstrom^6, 1.0000
  mean 2<z^2>/alpha: 12.094 eV, 4.0333 eV angstrom^6, 1.0386
  ionization energy: 13.606 eV, 4.5375 eV angstrom^6, 1.1684
Retardation length hbar c/(fitted energy) = 169.5 angstrom
```
